# Semilocal and exact exchange in the longitudinal polarizability of hydrogen chains, part 1

(Sections cited here and not found follow in the second part.)

**Q.** A longitudinal polarizability is a ground-state property, and local and gradient-corrected functionals are built for ground states. I am told not to trust them for chain molecules. How large is the error in a case small enough to check?

**A.** Take linear chains (H$_2$)$_N$ with bonds alternating between 2 and 3 bohr, closed shell, in Hartree atomic units. A field $F$ along the axis adds $+Fz$ to the energy of an electron, so electrons move toward negative $z$, and $\alpha=-\int z\,n^{(1)}d^3r$, where the superscript $(1)$ means $d/dF$ at $F=0$. Numbers below are for the aug-cc-pVDZ basis unless another is named. The main results come from the program printed, with its output, after this exchange; the sensitivity figures and a few side statements are not part of it.

For H$_4$ the coupled-cluster (CCSD) value is 29.7 bohr$^3$ (4.40 Å$^3$). Hartree-Fock (HF) gives 32.0, the PBE functional 36.1 (5.35 Å$^3$), and the exchange-only local-density approximation (LDA) 39.5. PBE lies 21 % above CCSD. The CCSD value is not converged in the basis to the digits shown: aug-cc-pVTZ without its diffuse d shell lowers it by 0.2 to 29.5 bohr$^3$, while HF, PBE and LDA move by less than 0.1, so the PBE excess becomes 22 % and the H$_4$ ratios below shift by up to 0.004. Relative to HF, the LDA and PBE overestimate grows with length:

| $\alpha/\alpha_{\rm HF}$ | H$_2$ | H$_4$ | H$_8$ |
|---|---|---|---|
| LDA exchange | 1.111 | 1.236 | 1.460 |
| PBE | 1.013 | 1.129 | 1.316 |
| exact exchange (OEP) | 1.000 | 1.007 | 1.006 |

The last row is also a Kohn-Sham calculation with a local, multiplicative potential, the optimized effective potential (OEP) of the Fock exchange energy. Its entries say that OEP and HF agree to about 1 %; the third decimal depends on how the potential is expanded (1.002 to 1.007 in H$_4$), and the H$_8$ entry rests on a single expansion. A local potential as such is therefore not at fault. What differs is how the potential depends on the density.

**Q.** How does a change of the exchange potential enter $\alpha$, and with what sign?

**A.** Use real orbitals, doubly occupied $\varphi_i$ and empty $\varphi_a$, with $n=2n_\sigma$ and $n_\sigma=\sum_i\varphi_i^2$. The Kohn-Sham potential changes by $v_s^{(1)}=z+v_H^{(1)}+v_x^{(1)}$. First-order perturbation theory gives

$$\varphi_i^{(1)}=\sum_{p\ne i}\varphi_p\frac{\langle p|v_s^{(1)}|i\rangle}{\varepsilon_i-\varepsilon_p},\qquad n^{(1)}=4\sum_i\varphi_i\varphi_i^{(1)} .$$

For two occupied orbitals $i,j$ the term $p=j$ of orbital $i$ and the term $p=i$ of orbital $j$ have equal numerators and opposite denominators, so they cancel. Only empty orbitals remain:

$$n^{(1)}=-4\sum_{ia}\varphi_i\varphi_a\frac{\langle a|v_s^{(1)}|i\rangle}{\varepsilon_a-\varepsilon_i}.$$

Multiplying by $-z$ and integrating gives an expression linear in $v_s^{(1)}$, which splits into parts:

$$\alpha=\alpha_0+c[v_H^{(1)}]+c[v_x^{(1)}],\qquad c[v]=4\sum_{ia}\frac{z_{ia}v_{ia}}{\varepsilon_a-\varepsilon_i},\qquad \alpha_0=c[z].$$

Let $\tilde n=-4\sum_{ia}\varphi_i\varphi_a z_{ia}/(\varepsilon_a-\varepsilon_i)$ be the density that $z$ alone would induce. Then $c[v]=-\int\tilde n\,v\,d^3r$. A potential that rises where $\tilde n>0$, on the side to which electrons are driven, lowers $\alpha$. The program tests this sum against the finite-field dipole to 0.2 % for every single-determinant method (not CCSD) and every chain. For H$_4$ in LDA it reads $68.60-42.85+13.77=39.52$.

**Q.** And what does a semilocal potential do?

**A.** The LDA exchange energy is $E_x=-\tfrac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. Differentiating once gives $v_x=-(3/\pi)^{1/3}n^{1/3}$, and once more

$$v_x^{(1)}(\mathbf r)=f_x\,n^{(1)}(\mathbf r),\qquad f_x=-\tfrac13\left(\tfrac3\pi\right)^{1/3}n^{-2/3}<0 .$$

The potential falls where charge arrives, so it assists the field. In H$_4$ this formula agrees with the finite-field potential to a density-weighted relative rms of $2\times10^{-6}$.

The point that matters for chains is locality. For a gradient-corrected energy density $e(n,\nabla n)$ the potential is $\partial e/\partial n-\nabla\cdot\partial e/\partial\nabla n$, which involves only $n$ and its first and second derivatives at the same point. Assume a long chain with a gap. The field of the end charges decays as the inverse square of the distance, so the interior units all feel the same field and all acquire the same $n^{(1)}$, odd about the centre of each unit. A semilocal $v^{(1)}$ is then the same in every interior unit and odd as well. Its average over a unit vanishes, and it cannot change systematically from one unit to the next. A slope comparable to that of $z$ is excluded.

**Q.** Then exact exchange must oppose the field. Is that the whole difference?

**A.** No, because the exact-exchange potential does not oppose the field as a whole. Its total contribution $c[v_x^{(1)}]$ is positive: $+15.41$ bohr$^3$ in H$_4$ (uncertain by several tenths through the expansion of the potential), larger than the $+13.77$ of LDA. One part of it opposes the field, and to find that part the OEP has to be taken apart.

For one spin, $E_x=-\tfrac12\sum_{ij}(ij|ji)$, where $(ij|kl)=\iint\varphi_i\varphi_j(\mathbf r)\,\varphi_k\varphi_l(\mathbf r')/|\mathbf r-\mathbf r'|$. Define the Fock exchange operator with its sign included, $\hat K\varphi_i=-\sum_j\varphi_j\int\varphi_j\varphi_i(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. The four orbital slots of the integral contribute equally to a variation, so $\delta E_x=2\sum_i\int\delta\varphi_i\,\hat K\varphi_i$. The local potential is defined by $\delta E_x=\int v_x\,\delta n_\sigma=2\sum_i\int\delta\varphi_i\,v_x\varphi_i$ for all $\delta\varphi_i$ that a change $\delta v_s$ can produce. Inserting the perturbation formula for $\delta\varphi_i$ and setting the coefficient of the arbitrary $\delta v_s(\mathbf r)$ to zero gives

$$\sum_i\psi_i\varphi_i=0,\qquad \psi_i=\sum_{p\neq i}\varphi_p\frac{w_{pi}}{\varepsilon_i-\varepsilon_p},\qquad w_{pi}=\langle p|v_x-\hat K|i\rangle .$$

Acting with $h-\varepsilon_i$, where $h=-\tfrac12\nabla^2+v_s$, turns each fraction into $-w_{pi}$, and completeness gives, with $w_i=w_{ii}$,

$$(h-\varepsilon_i)\psi_i=-\big[(v_x-\hat K)\varphi_i-w_i\varphi_i\big].$$

Multiply by $\varphi_i$. Since $(v_s-\varepsilon_i)\varphi_i=\tfrac12\nabla^2\varphi_i$, the left side is $-\tfrac12\varphi_i\nabla^2\psi_i+\tfrac12\psi_i\nabla^2\varphi_i$. Expanding $\nabla^2(\varphi\psi)=\varphi\nabla^2\psi+2\nabla\varphi\cdot\nabla\psi+\psi\nabla^2\varphi$ and $\nabla\cdot(\psi\nabla\varphi)=\nabla\psi\cdot\nabla\varphi+\psi\nabla^2\varphi$ shows that this equals $-\tfrac12\nabla^2(\varphi_i\psi_i)+\nabla\cdot(\psi_i\nabla\varphi_i)$. In the sum over $i$ the Laplacian term vanishes by the OEP equation. Solving for $v_x$,

$$v_x=\underbrace{\frac{1}{n_\sigma}\sum_i\varphi_i\hat K\varphi_i}_{v_S}+\underbrace{\frac1{n_\sigma}\sum_iw_i\varphi_i^2-\frac1{n_\sigma}\sum_i\nabla\cdot(\psi_i\nabla\varphi_i)}_{v_R}.$$

This is exact for exchange. The Slater potential $v_S$ is the attraction of an electron to its exchange hole, and $v_R$ is called the response potential. Adding a constant to $v_x$ adds it to every $w_i$ and leaves the equation intact. The constant is fixed by $w_{\rm HOMO}=0$ for the highest occupied orbital, which dominates $n_\sigma$ far away except on its nodal surfaces. Dropping the divergence term gives the Krieger-Li-Iafrate (KLI) approximation, in which the $w_i$ follow from the linear equations obtained by averaging $v_x$ over each $\varphi_i^2$.

For one orbital per spin, $\hat K\varphi=-\tfrac12v_H\varphi$. Then $v_x=-v_H/2$ makes all $w_{pi}$ vanish, $v_R=0$, and KLI, OEP and HF coincide. H$_2$ gives $\alpha=11.91$ in all three, with $c_x=+6.99=-\tfrac12(-13.98)$. The hole is then $-\varphi^2$ wherever the electron is. It shifts with the density and cancels half of the Hartree screening, which assists the field. A counteracting exchange term needs at least two occupied orbitals per spin.

**Q.** Show me the term for H$_4$. Where does it come from?

**A.** There are two occupied orbitals, $\varphi_g$ even and $\varphi_u$ odd, with the sign of $\varphi_u$ chosen so that $\langle g|z|u\rangle>0$. In KLI, $w_u=0$ and $v_R=w_g\varphi_g^2/n_\sigma$. Reflection $z\to-z$ reverses $F$ and leaves the number $w_g$ unchanged, so $w_g$ is even in $F$ and $w_g^{(1)}=0$. Therefore

$$v_R^{(1)}=w_g\left[\frac{2\varphi_g\varphi_g^{(1)}}{n_\sigma}-\frac{\varphi_g^2\,n_\sigma^{(1)}}{n_\sigma^2}\right].$$

Separate the occupied and empty components of the orbital changes:

$$\varphi_g^{(1)}=\lambda\varphi_u+\chi_g,\qquad\varphi_u^{(1)}=-\lambda\varphi_g+\chi_u,\qquad\lambda=-\frac{\langle u|v_s^{(1)}|g\rangle}{\Delta_{\rm KS}},\qquad\Delta_{\rm KS}=\varepsilon_u-\varepsilon_g .$$

As long as the net potential still rises with $z$, $\lambda<0$: the lower orbital shifts to the low-potential side. The mixing cancels in the density, $n_\sigma^{(1)}=2(\varphi_g\chi_g+\varphi_u\chi_u)$. Putting the $\chi$ terms over the common denominator $n_\sigma^2$ with $n_\sigma=\varphi_g^2+\varphi_u^2$, the terms $\varphi_g^3\chi_g$ cancel and

$$v_R^{(1)}=2\lambda w_g\frac{\varphi_g\varphi_u}{n_\sigma}+2w_g\frac{\varphi_g\varphi_u(\varphi_u\chi_g-\varphi_g\chi_u)}{n_\sigma^2}.$$

Introduce orbitals on the left and right unit, $L=(\varphi_g-\varphi_u)/\sqrt2$ and $R=(\varphi_g+\varphi_u)/\sqrt2$. Then $\varphi_g\varphi_u=(R^2-L^2)/2$ and $n_\sigma=L^2+R^2$, so the ratio $\varphi_g\varphi_u/n_\sigma$ is $+\tfrac12$ where $R$ dominates and $-\tfrac12$ where $L$ does. The first term is a step, with value $\lambda w_g$ on the right and $-\lambda w_g$ on the left.

To measure it, note that $\langle R|v|R\rangle-\langle L|v|L\rangle=2\langle g|v|u\rangle$ for any $v$, and that $\langle R|v|R\rangle=\langle g|v|u\rangle$ for odd $v$. The first term gives $\langle g|v_R^{(1)}|u\rangle\approx2\lambda w_gI$ with $I=\int\varphi_g^2\varphi_u^2/n_\sigma\,d^3r$, and $I\to\tfrac14\int(L^2+R^2)=\tfrac12$ for non-overlapping units. In the second term, with $\chi_{L,R}=(\chi_g\mp\chi_u)/\sqrt2$, multiplying out gives $\varphi_u\chi_g-\varphi_g\chi_u=R\chi_L-L\chi_R$. Its matrix element carries the weight $\varphi_g^2\varphi_u^2/n_\sigma^2$, close to $\tfrac14$ wherever $L$ or $R$ dominates. With a constant weight the integral would vanish, because the $\chi$ are orthogonal to the occupied orbitals. Only regions where $L$ and $R$ are comparable contribute: the midplane, and the far tails, where $\varphi_u$ outlasts $\varphi_g$.

**Q.** The direction of the step depends on the sign of $w_g$. What fixes that?

**A.** The Kohn-Sham operator and the Fock operator $\hat F$ built from the same orbitals differ only by $v_x-\hat K$, so $w_i=\varepsilon_i-\langle i|\hat F|i\rangle$. Subtracting $w_u=0$ from $w_g$,

$$w_g=\Delta_{\rm Fock}-\Delta_{\rm KS},\qquad\Delta_{\rm Fock}=\langle u|\hat F|u\rangle-\langle g|\hat F|g\rangle .$$

In H$_4$, $\varepsilon_g=-0.5355$ and $\varepsilon_u=-0.4746$ Ha, while $\langle\hat F\rangle_g=-0.5649$ and $\langle\hat F\rangle_u=-0.4746$ Ha. Thus $w_g=0.0903-0.0610=0.0293$ Ha, which the program tests against the solution of the KLI equations on the grid. The self-consistent HF splitting, 0.0862 Ha, differs by 0.004 Ha because the HF orbitals differ.

The positive sign is a computed fact here, not a theorem. In the $L,R$ basis $w_g=2\langle L|v_x-\hat K|R\rangle$ and $\langle L|\hat K|R\rangle=-(LL|LR)-(LR|RR)$. No simple comparison of sizes fixes the sign, because the overlap charge $LR$ changes sign and integrates to zero. The Fock term $-\langle L|\hat K|R\rangle$ and the Slater term $\langle L|v_S|R\rangle$ need not partly cancel, and in H$_4$ both are positive.

With $\lambda<0$ and $w_g>0$ the step is high on the left, where the electrons go, and it opposes $Fz$. The step feeds back on $\lambda$. Writing $\langle u|v_s^{(1)}|g\rangle\approx d_{\rm eff}+2\lambda w_gI$ with $d_{\rm eff}=\langle g|z+v_H^{(1)}+v_S^{(1)}|u\rangle$ and inserting this into the definition of $\lambda$ gives $\lambda\Delta_{\rm KS}=-d_{\rm eff}-2\lambda w_gI$, or

$$\lambda\approx-\frac{d_{\rm eff}}{\Delta_{\rm KS}+2Iw_g}.$$

For $I=\tfrac12$ the denominator is $\Delta_{\rm Fock}$: the step makes the Kohn-Sham orbitals mix as if they were split by the larger Fock interval.

The numbers are $d_{\rm eff}=2.438-0.755+0.062=1.745$ bohr and $I=0.4539$, so the denominator is $0.0610+2(0.4539)(0.0293)=0.0876$ Ha and $\lambda\approx-19.9$, against $-19.99$ from the finite-field overlap. The leading step term is $2(-19.99)(0.0293)(0.4539)=-0.532$ bohr, about 1 % larger in magnitude than the $-0.526$ obtained both from the full first-order formula and from the finite field. The step cancels $0.526/2.438=22$ % of the external drop between the units.

**Q.** You say $\lambda$ does not change the density. The exact potential is a functional of the density, and KLI is only an approximation. Is the step real?

In H$_4$ the KLI response potential contains a step against the field that cancels 22 % of the external drop between the units. It remains to be seen whether the step survives in the full OEP, how it develops along longer chains, and how much of the semilocal overestimate it explains.
